# Hybridisation defects when s and p orbitals differ in radial extent

## 1. The decision

Suppose a bonding calculation on a main-group atom is set up in directed hybrids, one per bond. One must decide whether to fix them as orthogonal sp³ hybrids or to let the s:p ratio vary.

If all four valence orbitals are kept, with every coupling and the overlap matrix, the choice does not affect the energy. Four independent hybrids span the same space as one s and three p orbitals. The choice matters when each bond is treated separately, when couplings between different bonds are dropped, or when a bond angle is inferred from the s:p ratio. The strongest hybrid for one bond is in general not orthogonal to the strongest hybrid for the next. This non-orthogonality is called the hybridisation defect below.

A difference of radii does not by itself settle the matter. What counts is how strongly s and p each meet the ligand, and the answer depends on how that strength is measured.

## 2. Orbitals and strengths

The central atom has real, orthonormal valence orbitals $s,p_x,p_y,p_z$, and the three p orbitals share one radial function. This excludes spin–orbit coupling strong enough to mix the p orbitals substantially. Scalar relativistic effects may enter through the radial functions.

For a unit vector $\mathbf n$ let $p(\mathbf n)=n_xp_x+n_yp_y+n_zp_z$, with its positive lobe along $\mathbf n$. Orthonormality gives

$$\langle p(\mathbf n_1)|p(\mathbf n_2)\rangle=\mathbf n_1\cdot\mathbf n_2=\cos\theta .$$

A normalised hybrid along the bond is

$$h=s\cos\alpha+p(\mathbf n)\sin\alpha,\qquad \lambda=\tan\alpha .$$

Let $V_s>0$ and $V_p>0$ be the strengths with which $s$ and $p(\mathbf n)$ meet a σ ligand in direction $\mathbf n$. Two measures are used.

- **Amplitude**: the value of the orbital at the bond distance $d$. The angular factors along the bond are $1/\sqrt{4\pi}$ for s and $\sqrt{3/4\pi}$ for p. Without the common factor, $V_s=R_s(d)$ and $V_p=\sqrt3\,R_p(d)$, where $R_s$ and $R_p$ are the radial functions.
- **Overlap**: $V_s=S_s$ and $V_p=S_p$, the overlap integrals with a ligand orbital centred at $d$.

## 3. The strongest single hybrid

The strength of $h$ is linear in its coefficients, so the Cauchy–Schwarz inequality gives

$$V(\alpha)=V_s\cos\alpha+V_p\sin\alpha\le\sqrt{V_s^2+V_p^2}\equiv V_{\rm free}.$$

Equality requires $(\cos\alpha,\sin\alpha)$ to be parallel to $(V_s,V_p)$. Hence

$$\lambda=\tan\alpha_*=\frac{V_p}{V_s}. \tag{1}$$

Nothing here refers to the other bonds, so orthogonality has not been imposed.

## 4. The overlap between two such hybrids

For equal $\alpha$ and bond angle $\theta$, the s–p cross terms vanish:

$$\langle h_1|h_2\rangle=\cos^2\alpha+\sin^2\alpha\cos\theta
=\frac{1+\lambda^2\cos\theta}{1+\lambda^2}. \tag{2}$$

The last form follows from $\cos^2\alpha=1/(1+\lambda^2)$. Orthogonality therefore needs $\lambda^2=-1/\cos\theta$. For tetrahedral directions, $\cos\theta=-1/3$ and the required value is $\lambda^2=3$. Equation (1) instead gives

$$D=\frac{1-\lambda^2/3}{1+\lambda^2}
=\frac{V_s^2-V_p^2/3}{V_s^2+V_p^2}. \tag{3}$$

I use $D$ as the measure of the defect. It is positive for hybrids richer in s than sp³, negative for hybrids richer in p, and zero only if $V_p=\sqrt3\,V_s$.

In the amplitude measure put $q=R_p(d)/R_s(d)$. Then $\lambda^2=3q^2$ and

$$D=\frac{1-q^2}{1+3q^2}. \tag{4}$$

Equal amplitudes thus give orthogonal tetrahedral hybrids. This depends on the tetrahedral angle. With $q=1$, so $\lambda^2=3$, equation (2) gives $(1-3)/4=-1/2$ for linear bonds and $(1-3/2)/4=-1/8$ for trigonal bonds. Those optimal hybrids are non-orthogonal even when the radial functions are identical.

## 5. From radii to amplitudes

A smaller s radius need not mean a smaller s amplitude at $d$, because contraction also raises the density further in. Slater-type functions show where the change of sign lies. Let

$$R(r)=N r^{n-1}e^{-\zeta r},\qquad N=\frac{(2\zeta)^{n+1/2}}{\sqrt{(2n)!}} .$$

The integral $\int_0^\infty r^k e^{-2\zeta r}dr=k!/(2\zeta)^{k+1}$ gives

$$\langle r\rangle=N^2\frac{(2n+1)!}{(2\zeta)^{2n+2}}=\frac{2n+1}{2\zeta}.$$

At fixed $d$, $\ln R(d)=(n+\tfrac12)\ln\zeta-\zeta d+\text{const}$, so

$$\frac{\partial\ln R(d)}{\partial\zeta}=\frac{n+1/2}{\zeta}-d=\langle r\rangle-d . \tag{5}$$

Contraction lowers the amplitude at $d$ if the ligand lies outside the mean radius. Now let s and p have the same $n$, let s be more compact, and let $d\ge\langle r\rangle_p$. As $\zeta$ rises from $\zeta_p$ to $\zeta_s$, the derivative is negative beyond the starting point. Therefore $R_s(d)<R_p(d)$, $q>1$ and $D<0$.

Under these conditions, different radii do make the optimal tetrahedral hybrids non-orthogonal. At a shorter distance the two amplitudes can coincide although the radii differ.

## 6. The best orthogonal set

Now require the four hybrids to be orthonormal. Write $h_i=\sum_a Q_{ai}\,a$, where $a$ runs over $s,p_x,p_y,p_z$ and $Q$ is an orthogonal matrix. Let $M_{ai}$ be the strength between orbital $a$ and ligand $i$. Its s row contains $V_s$, and its $p_k$ row contains $V_pn_{ik}$, with $n_{ik}$ the $k$-th component of $\mathbf n_i$.

The tetrahedral directions satisfy

$$\sum_i n_{ik}=0,\qquad \sum_i n_{ik}n_{il}=\tfrac43\delta_{kl}.$$

Define $T$ by $T_{si}=\tfrac12$ and $T_{ki}=\tfrac{\sqrt3}{2}n_{ik}$. The squared norms of its rows are $4\cdot\tfrac14=1$ and $\tfrac34\cdot\tfrac43=1$, and different rows are orthogonal, so $T$ is an orthogonal matrix. Moreover

$$M=\Lambda T,\qquad \Lambda=\mathrm{diag}\!\left(2V_s,\tfrac{2}{\sqrt3}V_p,\tfrac{2}{\sqrt3}V_p,\tfrac{2}{\sqrt3}V_p\right).$$

The total strength, each hybrid with its own ligand, is

$$\sum_{ai}Q_{ai}M_{ai}=\mathrm{tr}(Q^{\mathsf T}\Lambda T)=\sum_a\Lambda_a(TQ^{\mathsf T})_{aa}\le\sum_a\Lambda_a .$$

The inequality holds because $TQ^{\mathsf T}$ is orthogonal and no element of an orthogonal matrix exceeds 1. The choice $Q=T$ reaches the bound and gives the sp³ hybrids $h_i=\tfrac12s+\tfrac{\sqrt3}{2}p(\mathbf n_i)$. Dividing $2V_s+2\sqrt3V_p$ by four,

$$V_{\rm orth}=\frac{V_s+\sqrt3\,V_p}{2}. \tag{6}$$

The best orthogonal tetrahedral set is thus sp³ whatever the radii. A mismatch changes its strength but not its composition.

Insert $V_s=V_{\rm free}\cos\alpha_*$ and $V_p=V_{\rm free}\sin\alpha_*$, with $\cos60^\circ=\tfrac12$ and $\sin60^\circ=\tfrac{\sqrt3}{2}$:

$$\frac{V_{\rm orth}}{V_{\rm free}}=\cos(\alpha_*-60^\circ). \tag{7}$$

Let $\delta=\alpha_*-60^\circ$ be small, in radians. The relative loss is $1-\cos\delta\approx\delta^2/2$. Since $D=\cos^2\alpha_*-\tfrac13\sin^2\alpha_*$, its derivative at 60° is $-\tfrac43\sin120^\circ=-2/\sqrt3$, so $D\approx-2\delta/\sqrt3$. The loss is then about $\tfrac38D^2$; at $|D|\approx0.2$ this estimate is off by roughly a fifth, and equation (7) should be used. A visible overlap between hybrids can accompany a very small loss of strength.

## 7. Why the gain falls

Take a pure p bond of strength $V_p$ as reference and put $\sigma=V_s/V_p$. The relative gains are

$$G_{\rm free}=\sqrt{1+\sigma^2}-1,\qquad
G_{\rm orth}=\frac{\sqrt3+\sigma}{2}-1. \tag{8}$$

Their slopes, $\sigma/\sqrt{1+\sigma^2}$ and $\tfrac12$, are positive, so both gains fall when s loses strength relative to p. To compare them, subtract the squares of the two strengths, in units of $V_p$, and multiply by four:

$$4(1+\sigma^2)-(\sqrt3+\sigma)^2=1-2\sqrt3\,\sigma+3\sigma^2=(1-\sqrt3\,\sigma)^2\ge0 .$$

The gains touch at $\sigma=1/\sqrt3\approx0.577$, where $D=0$. Below $\sigma=2-\sqrt3\approx0.268$ the orthogonal gain is negative: an sp³ bond is then weaker than a pure p bond. The free gain stays positive but tends to $\sigma^2/2$ as $\sigma\to0$.

The defect is a function of the same ratio:

$$D=\frac{\sigma^2-1/3}{1+\sigma^2}=1-\frac{4/3}{1+\sigma^2}.$$

It also falls as $\sigma$ decreases, but it passes through zero. If $\sigma$ starts above 0.577, weakening s first brings the optimal hybrids closer to orthogonality, while the gain already falls. Below 0.577, further weakening increases the magnitude of the defect. A falling gain and a growing defect therefore need not go together.

The reference is a comparison per bond. Three p orbitals can form three pure p bonds at right angles and leave an s² pair unused; they cannot form four independent bonds. Using the s electrons also costs promotion energy, which equation (8) omits. If $V_p$ is fixed, a smaller relative gain is also a smaller absolute gain. The promotion cost is then harder to repay, which favours an inert pair but does not prove that one forms. If $V_p$ changes too, the relative gain is not enough to judge this: going from $(V_s,V_p)=(3,4)$ to $(4,6)$, in the same units, lowers $G_{\rm free}$ from 25% to 20% but raises the absolute gain $\sqrt{V_s^2+V_p^2}-V_p$ from 1.00 to 1.21. Ligand repulsion and changes of the orbitals in the molecule are omitted too.

## 8. Adding bonds without counting strength twice

Can four free optima be added to give a bonding energy? Consider a one-electron model with orthonormal atomic and ligand orbitals, no ligand–ligand coupling, and all levels at zero. The coupling matrix is $-M$, with $V_s,V_p$ replaced by positive energies $\beta_s,\beta_p$.

Form ligand combinations $t'_a=\sum_iT_{ai}t_i$. Since $TT^{\mathsf T}=1$, the coupling between $a$ and $t'_b$ is $-(\Lambda TT^{\mathsf T})_{ab}=-\Lambda_a\delta_{ab}$. The problem splits into four pairs, with

$$b_s=2\beta_s,\qquad b_p=\frac{2\beta_p}{\sqrt3}\quad\text{(three times)}.$$

Each pair has energies $\pm b$. Eight electrons fill the lower levels:

$$E=-2(b_s+3b_p)=-4\beta_s-4\sqrt3\,\beta_p=-8\,\frac{\beta_s+\sqrt3\beta_p}{2}.$$

This is the orthogonal strength (6), not the free one. For $\beta_s=3$ eV and $\beta_p=4$ eV, $E=-12-27.71=-39.71$ eV. Four free optima would give $-8\sqrt{3^2+4^2}=-40$ eV, which overstates the binding by 0.29 eV.

## 9. How orthogonal bonds can contain non-orthogonal hybrids

The Pauli principle permits the occupied bond orbitals to be chosen orthogonal as whole functions. Their parts on the central atom need not be orthogonal.

Keep the ligand level at zero and let the atomic level in one pair be $\Delta$. With $W=\sqrt{\Delta^2+4b^2}$, the lower energy is $\varepsilon=(\Delta-W)/2$. The atomic row of the eigenvalue equation, $\Delta c_a-bc_t=\varepsilon c_a$, gives $c_t/c_a=(\Delta+W)/(2b)$. Because $4b^2=(W-\Delta)(W+\Delta)$,

$$\frac{c_t^2}{c_a^2}=\frac{W+\Delta}{W-\Delta},\qquad
w=c_a^2=\frac12\left(1-\frac{\Delta}{W}\right). \tag{9}$$

Call the atomic weights $w_s$ and $w_p$. The same matrix $T$ turns the four bonding orbitals into orthonormal localised bonds $\phi_i=\sum_aT_{ai}\psi_a$. The atomic part of $\phi_i$ is

$$\tfrac12\sqrt{w_s}\,s+\tfrac{\sqrt3}{2}\sqrt{w_p}\,p(\mathbf n_i),
\qquad\text{so}\qquad \lambda^2=\frac{3w_p}{w_s}.$$

Two atomic parts have overlap $\tfrac14w_s+\tfrac34w_p(-\tfrac13)=\tfrac14(w_s-w_p)$, and each has squared norm $\tfrac14(w_s+3w_p)$. After normalisation their overlap is

$$D_{\rm bond}=\frac{w_s-w_p}{w_s+3w_p}. \tag{10}$$

The ligand parts contain $1-w$ in place of $w$, so they contribute $-\tfrac14(w_s-w_p)$ and cancel the unnormalised atomic overlap.

Take $\Delta_s=-6$ eV, $\Delta_p=0$ and the couplings above. Then $b_s=6$ eV, $W_s=\sqrt{36+144}=13.42$ eV, $w_s=0.724$ and $w_p=0.500$. Hence $\lambda^2=2.07$ and $D_{\rm bond}=0.101$. The atomic and ligand contributions to the overlap of two bonds are $+0.0559$ and $-0.0559$.

$D_{\rm bond}$ describes the filled bonds, whereas $D$ describes separately optimised hybrids. They are different quantities. By equation (9), $w$ depends only on $\Delta/b$, so $D_{\rm bond}$ vanishes when $\Delta_s/b_s=\Delta_p/b_p$. With all levels equal it is zero for any ratio $V_s/V_p$. In the present example, weakening $\beta_s$ at fixed levels would raise $w_s$ and increase $D_{\rm bond}$.

## 10. Phosphorus: two measures, two signs

The free phosphorus atom supplies real radial functions. Its quartet ground configuration was computed by non-relativistic restricted open-shell Hartree–Fock in the cc-pVQZ basis; correlation and relativity are left out. The 3s function is the highest doubly occupied orbital. The mean radii are 1.93 bohr for 3s and 2.32 bohr for 3p. Four tetrahedral directions and a distance $d=2.7$ bohr are chosen for the comparison; no molecule is optimised.

**Amplitude.** In bohr$^{-3/2}$, $R_s(d)=0.1783$ and $R_p(d)=0.2079$, so $q=1.166$. Then

$$\lambda^2=3(1.166)^2=4.08,\qquad D=\frac{1-1.360}{1+4.08}=-0.071 .$$

With $\sigma=1/\sqrt{4.08}=0.495$, the free gain is $\sqrt{1+0.245}-1=11.6\%$ and the orthogonal gain is $(1.732+0.495)/2-1=11.4\%$. Equal amplitudes would give $2/\sqrt3-1=15.5\%$ for both. The last digits depend on the basis: larger sets give $R_s\approx0.1781$, $R_p\approx0.2081$, $q\approx1.168$, $\lambda^2\approx4.1$ and $D\approx-0.072$, and the amplitude values of $D$ at the other distances below shift by less than 0.001. The mean radii and the overlaps do not change in the digits shown.

**Overlap.** The ligand is a hydrogen 1s function, $e^{-\rho}/\sqrt\pi$, with $\rho$ the distance from its centre in bohr. Numerical integration gives $S_s=0.456$ and $S_p=0.536$. Now $\sigma=0.852$, with $\sigma^2=0.7258$ from the unrounded value, $\lambda^2=1.38$ and

$$D=\frac{0.7258-0.3333}{1.7258}=+0.227 .$$

The gains are 31.4% free and 29.2% orthogonal.

The two measures disagree about the sign of the defect: amplitude asks for more p than sp³, overlap for more s. The signs persist at the two other distances computed. At 2.4 bohr $D$ is $-0.034$ by amplitude and $+0.284$ by overlap; at 3.0 bohr the values are $-0.104$ and $+0.178$. The disagreement holds only over a range. The amplitude value turns positive below about 2.15 bohr, and the overlap value turns negative between 4 and 5 bohr. At 2.7 bohr the overlap value also depends on the ligand function: it falls from 0.227 to 0.148 when the hydrogen exponent is raised from 1 to 1.24 bohr$^{-1}$, and it is negative at an exponent of 3. A statement about the defect must therefore name its measure, distance and ligand function.

Fixing sp³ hybrids costs 0.2% of the free strength by amplitude and 1.7% by overlap. For this atom the restriction is mild in strength. This does not carry over to other atoms, and $D$ does not rank real bonds. Nitrogen at 1.93 bohr has $D=0.46$ and a 6% loss by overlap, more than phosphorus. Yet orthogonalised atomic populations of the filled bonds (Hartree–Fock, cc-pVDZ, intrinsic atomic orbitals) give $D_{\rm bond}\approx-0.02$ in NH$_4^+$ and $+0.05$ in PH$_4^+$. The s enrichment of the bonds in a molecule is described by $D_{\rm bond}$, not by $D$. Inferring an angle from $\lambda^2$ is less safe: the orthogonality relation $\cos\theta=-1/\lambda^2$ would give about 104° from the first value and 137° from the second, although both sets of hybrids point along tetrahedral directions.

## 11. Contracting s alone

To isolate the effect of radius, take Slater-type functions with $n=3$, fix $\zeta_p=1.5$ bohr$^{-1}$ and $d=2.7$ bohr, and raise $\zeta_s$. The p mean radius is 2.33 bohr, so the condition of Section 5 holds. The s mean radius falls from 2.33 to 1.67 bohr.

By amplitude:

| $\zeta_s$ (bohr$^{-1}$) | $q$ | $D$ | free gain | orth. gain |
|---|---|---|---|---|
| 1.5 | 1.00 | 0.000 | 15.5% | 15.5% |
| 1.7 | 1.11 | −0.048 | 12.8% | 12.7% |
| 1.9 | 1.29 | −0.110 | 9.6% | 9.0% |
| 2.1 | 1.56 | −0.172 | 6.7% | 5.2% |

By overlap with the same hydrogen 1s function:

| $\zeta_s$ (bohr$^{-1}$) | $\sigma$ | $D$ | free gain | orth. gain |
|---|---|---|---|---|
| 1.5 | 0.96 | 0.306 | 38.6% | 34.6% |
| 1.7 | 0.90 | 0.263 | 34.5% | 31.6% |
| 1.9 | 0.83 | 0.211 | 30.0% | 28.1% |
| 2.1 | 0.76 | 0.155 | 25.6% | 24.6% |

In the first table contraction creates the defect and reduces the gain. In the second, the hybrids are already non-orthogonal at equal radii, and contraction makes them less so. The gain still falls, because $S_p$ is fixed and $S_s$ decreases. All the overlap entries lie on the side $\sigma>0.577$, where Section 7 requires $D$ to move towards zero.

For a heavier atom the same analysis needs radial functions from a suitable relativistic calculation and a stated bond distance. If $\sigma$ decreases, the gain per bond relative to the pure p strength $V_p$ becomes smaller. The radii alone fix neither $\sigma$ nor the sign of the defect.
